\section*{Weinert's Pseudo-Charge Method for the Potential of a Periodic Cell, part 2}

We seek the electrostatic potential energy $V$ of an electron in a periodic cell of volume $\Omega$, without a direct Fourier series of the full density. Hartree atomic units are used, and $\nabla^2V=-4\pi\rho$, where $\rho$ counts electrons as positive and nuclei as negative. If the cell integral $C$ of the original $\rho$ is not zero, the uniform density $b=-C/\Omega$ is added everywhere; $\rho$ then includes it.

Non-overlapping spheres $a$ have radius $R$, centre $\boldsymbol\tau$ and a central nucleus $Z$; $\mathbf s=\mathbf r-\boldsymbol\tau$. Inside, $\rho_{lm}(s)$ and $V_{lm}(s)$ are components in complex orthonormal $Y_{lm}$, with the nucleus kept separate from $\rho_{lm}$. The moments of the true density are
\begin{equation}
q_{lm}=\int_{s<R}s^lY^*_{lm}\rho\,d^3s
=\int_0^Rs^{l+2}\rho_{lm}(s)\,ds-\frac{Z}{\sqrt{4\pi}}\delta_{l0}.
\label{moments}
\end{equation}
The interstitial plane waves $\rho_I$, with coefficients $\rho_I(\mathbf G)$, are continued into the spheres, where their moments are
\begin{align}
q^I_{lm}={}&4\pi i^l\sum_{\mathbf G\ne0}\rho_I(\mathbf G)e^{i\mathbf G\cdot\boldsymbol\tau}Y^*_{lm}(\hat{\mathbf G})\frac{R^{l+2}j_{l+1}(GR)}{G}\nonumber\\
&+\delta_{l0}\sqrt{4\pi}\,\rho_I(\mathbf0)\frac{R^3}{3}.
\label{qi}
\end{align}
Here $j_l$ is a spherical Bessel function. A pseudo-charge $\tilde\rho_a$, zero outside its sphere, has $lm$ components proportional to $s^l(1-s^2/R^2)^N$ and moments $\tilde q_{lm}=q_{lm}-q^I_{lm}$. Its normalization uses
\begin{equation}
\int_0^1t^{2l+2}(1-t^2)^Ndt=\frac{2^NN!\,(2l+1)!!}{(2l+2N+3)!!}.
\label{norm}
\end{equation}
With plane waves up to $G_{\max}$, a guide to the best $N$ is
\begin{equation}
N\approx\frac{G_{\max}R-5}{2}-l .
\label{bestN}
\end{equation}
The smooth density $\tilde\rho=\rho_I+\sum_a\tilde\rho_a$ has the potential $\tilde V$:
\begin{equation}
\tilde V(\mathbf G)=\frac{4\pi}{G^2}\Big[\rho_I(\mathbf G)+\sum_a\tilde\rho_a(\mathbf G)\Big],\qquad \tilde V(\mathbf0)=0 .
\label{VG}
\end{equation}
Between the spheres $V=\tilde V$. Inside, $V=\tilde V+\delta V$, where $\delta V$ and its normal derivative vanish at the surface. The boundary components are
\begin{equation}
V_{lm}(R)=4\pi i^l\sum_{\mathbf G\ne0}\tilde V(\mathbf G)e^{i\mathbf G\cdot\boldsymbol\tau}j_l(GR)Y^*_{lm}(\hat{\mathbf G}).
\label{edge}
\end{equation}
With $s_<$ and $s_>$ the smaller and larger of $s,s'$, the potential inside is
\begin{align}
V_{lm}(s)={}&\frac{4\pi}{2l+1}\int_0^Rs_<^l\left(\frac1{s_>^{l+1}}-\frac{s_>^l}{R^{2l+1}}\right)\rho_{lm}(s')s'^2ds'\nonumber\\
&+V_{lm}(R)\left(\frac sR\right)^l-\delta_{l0}\sqrt{4\pi}Z\left(\frac1s-\frac1R\right).
\label{dirichlet}
\end{align}

\subsection*{(i) Does the slope match, although it was not imposed?}

Find the inner slope at $R$ and compare it with the outer one.

\paragraph{Solution.} For $s<R$ split the integral in Eq.~\eqref{dirichlet} at $s'=s$. On differentiating, the terms from the moving limits cancel because the kernel is continuous. As $s\to R$ the integral from $s$ to $R$ vanishes, and so does its differentiated form. The integral from $0$ to $s$ has the prefactor $s^{-l-1}-s^l/R^{2l+1}$, whose derivative at $R$ is
\begin{equation}
-\frac{l+1}{R^{l+2}}-\frac{l}{R^{l+2}}=-\frac{2l+1}{R^{l+2}} .
\end{equation}
The electronic part of the slope is therefore $-4\pi R^{-l-2}\int_0^Rs^{l+2}\rho_{lm}ds$. The nucleus adds $+\sqrt{4\pi}Z\delta_{l0}/R^2$, which equals $-4\pi(-Z/\sqrt{4\pi})\delta_{l0}/R^2$. By Eq.~\eqref{moments} the two combine into the full moment:
\begin{equation}
V'_{lm}(R^-)=\frac{l}{R}V_{lm}(R)-\frac{4\pi q_{lm}}{R^{l+2}} .
\label{slope}
\end{equation}
The same calculation applies to $\tilde V$ in the sphere. It has the same boundary values, and its source has moments $q^I_{lm}+\tilde q_{lm}=q_{lm}$, so its inner slope is also Eq.~\eqref{slope}. Since $\tilde\rho$ is bounded, $\nabla\tilde V$ is continuous at $R$, and outside $\tilde V$ is the true potential. The slopes agree. Numerically the outer slope follows from Eq.~\eqref{edge} with $j_l(GR)$ replaced by $Gj_l'(GR)$. A comparison with Eq.~\eqref{slope} reveals a mismatch of moments: if the moment of the density that generates $\tilde V$ differs by $\Delta q_{lm}$ from the $q_{lm}$ used in Eq.~\eqref{slope}, a slope jump of magnitude $4\pi|\Delta q_{lm}|/R^{l+2}$ remains, equivalent to a spurious surface charge. For $l\ge1$, an error in $q_{lm}$ that enters both $\tilde q_{lm}$ and Eq.~\eqref{slope} cancels in this comparison and is not seen. For $l=0$ the cancellation is incomplete. An error $\Delta q_{00}$ in one sphere makes $\tilde\rho$ non-neutral, and dropping its $\mathbf G=0$ coefficient in Eq.~\eqref{VG} acts as an added uniform density $-\sqrt{4\pi}\,\Delta q_{00}/\Omega$. This density fills the whole cell. Its moment leaves, in every sphere and not only in the faulty one, a slope jump of magnitude $4\pi|\Delta q_{00}|/R^2$ times the volume fraction $4\pi R^3/(3\Omega)$, with $R$ the radius of that sphere.

\subsection*{(j) What is the zero of this potential?}

The cell mean of $\tilde V$ is zero. Find the cell mean of $V$, and its dependence on $N$.

\paragraph{Solution.} The two potentials differ by $\delta V$ in the spheres. Use Green's identity there with the function $s^2$, for which $\nabla^2s^2=6$:
\begin{equation}
\int_a\left(s^2\nabla^2\delta V-6\,\delta V\right)d^3s=0 .
\end{equation}
The terms at $s=R$ vanish because $\delta V$ and its normal derivative vanish there. The nuclear singularity causes no extra term: on a small sphere of radius $\epsilon$ about the nucleus the surface terms scale as $\epsilon^2$. With $\nabla^2\delta V=-4\pi(\rho-\tilde\rho)$,
\begin{equation}
\langle V\rangle=\frac1\Omega\sum_a\int_a\delta V\,d^3s=-\frac{2\pi}{3\Omega}\sum_a\int_as^2(\rho-\tilde\rho)\,d^3s .
\label{mean}
\end{equation}
The contribution of the pseudo-charge to the second moment contains $l=0$ alone. The ratio of Eq.~\eqref{norm} at $l=1$ to that at $l=0$ is $3/(2N+5)$, so
\begin{equation}
\int_as^2\tilde\rho_a\,d^3s=\sqrt{4\pi}\,\tilde q_{00}\frac{3R^2}{2N+5}.
\label{second}
\end{equation}
Thus $\langle V\rangle$ in general depends on $N$ and $R$, although potential differences do not. The constant shifts all one-electron eigenvalues together. When eigenvalues of two cells are compared, for instance a charged and a neutral defect cell, a common zero has to be fixed. Subtracting Eq.~\eqref{mean} from $V$ gives the convention of zero cell mean, which no longer depends on $N$. That convention is not the vacuum level, nor is it by itself a common zero for two different cells. If a spherical cloud inside a sphere is widened at fixed charge, $\tilde V$ stays the same but the second moment in Eq.~\eqref{mean} changes, so the interstitial potential measured from the cell mean shifts by a constant. Comparing eigenvalues of different cells therefore needs a further alignment of their potentials.

\subsection*{(k) What if the background is left out of the spheres?}

Suppose the cell is charged and $b$ is omitted in the spheres, both in the moments and in the source of Eq.~\eqref{dirichlet}. Which parts of the potential change?

\paragraph{Solution.} The background contributes equally to $q_{00}$ and $q^I_{00}$, so $\tilde q_{00}$ is unchanged. It has no coefficient with $\mathbf G\ne0$. Hence $\tilde V$ and the boundary values stay correct. Inside, the missing potential $w$ solves $\nabla^2w=-4\pi b$ with $w(R)=0$. Since $\nabla^2s^2=6$,
\begin{equation}
w(s)=\frac{2\pi b}{3}(R^2-s^2),\qquad w'(R)=-\frac{4\pi bR}{3}.
\label{missing}
\end{equation}
The potential is then continuous, but its slope jumps by $4\pi|b|R/3$ in magnitude. If $b$ were omitted from $q_{00}$ but kept in $q^I_{00}$, the monopole $\tilde q_{00}$ would be wrong as well, and the error would spread to the interstitial region.

\subsection*{(l) A charged model cell: the interstitial region}

A cubic cell of side $8$ bohr, $\Omega=512$ bohr$^3$, contains two spheres. Each holds a nucleus $Z$ and a Gaussian cloud of $M$ electrons, $M(\alpha/\pi)^{3/2}e^{-\alpha|\mathbf s-\mathbf d|^2}$, displaced by $\mathbf d$:
\begin{center}
\begin{tabular}{cccccc}
 & $R$ (bohr) & $Z$ & $M$ & $\alpha$ (bohr$^{-2}$) & $d$ (bohr)\\
A & 2.0 & 4 & 3 & 8 & 0.20\\
B & 1.6 & 3 & 2 & 12 & 0.15
\end{tabular}
\end{center}
The centres are $(1.5,2,2.5)$ and $(5,4.5,5.5)$ bohr; $\mathbf d$ points along $(1,2,2)$ in A and $(2,-1,2)$ in B. One further electron fills the whole cell with density $\Omega^{-1}[1+\tfrac12\cos gx+\tfrac3{10}\sin g(y+z)]$, where $g=2\pi/(8\ \text{bohr})$. Find the background and the monopoles, and assess the interstitial potential.

\paragraph{Solution.} There are $3+2+1=6$ electrons and a nuclear charge of $7$, so $C=-1$, the cell charge is $+1$, and $b=1/512=0.001953$ bohr$^{-3}$.

The wave part and $b$ cancel from $\tilde q_{lm}$, leaving cloud and nucleus. The function $s^lY^*_{lm}$ is harmonic, so its average over a spherical cloud is its value at the cloud's centre. Up to the negligible Gaussian tail beyond $R$,
\begin{equation}
\tilde q_{lm}=M\,d^{\,l}\,Y^*_{lm}(\hat{\mathbf d})-\frac{Z}{\sqrt{4\pi}}\delta_{l0}.
\label{cloud}
\end{equation}
In both spheres $M-Z=-1$ and $\tilde q_{00}=-1/\sqrt{4\pi}=-0.282095$. In A the plane waves and background give $q^I_{00}=0.038419$, so $q_{00}=0.038419-0.282095=-0.243676$. A test of $\tilde q_{lm}$ from quadrature and Eq.~\eqref{qi} against Eq.~\eqref{cloud} holds to $3.7\times10^{-12}$ in $\tilde q_{lm}/R^l$.

The reference potential uses neither spheres nor multipoles. Each nucleus is split into a narrow Gaussian charge, treated with the clouds in a Fourier series up to $G=32$ bohr$^{-1}$, and a short-range remainder with potential $-Z\,\mathrm{erfc}(\sqrt\beta s)/s$. The integral of the remainder over space is $-\pi Z/\beta$, so adding $\pi Z/(\beta\Omega)$ gives zero cell mean. Equation~\eqref{mean} puts the pseudo-charge result on the same zero; no constant is fitted.

With moments up to $l=8$, the rms errors over a random set of interstitial points, in hartree, are:
\begin{center}
\begin{tabular}{ccc}
$N$ & $G_{\max}=8$ & $G_{\max}=14$ bohr$^{-1}$\\
0 & $2.0\times10^{-4}$ & $3.9\times10^{-5}$\\
4 & $3.4\times10^{-5}$ & $6.3\times10^{-7}$\\
6 & $3.2\times10^{-5}$ & $3.1\times10^{-7}$\\
8 & $1.4\times10^{-4}$ & $2.0\times10^{-7}$\\
20 & $2.5\times10^{-3}$ & $2.7\times10^{-5}$
\end{tabular}
\end{center}
For $l=0$, Eq.~\eqref{bestN} gives $N\approx3.9$ (B) and $5.5$ (A) at the lower cutoff, and $8.7$ and $11.5$ at the higher. The best sampled values are $6$ and $8$; only even $N$ were tried. At the lower cutoff the minimum is flat: $N=4$ and $N=6$ differ by less than ten per cent, which 40 points cannot resolve. The estimate finds the right region.

For $N=8$ and $G_{\max}=14$ bohr$^{-1}$ the largest error at the 40 interstitial points of this set is $5.3\times10^{-7}$ hartree; it is not a bound for the whole region. A direct Fourier sum of the full density, point nuclei included, at the same cutoff has an rms error of $1.8\times10^{-2}$ hartree. Stopping the moments at $l=0,1,2,3$ gives rms errors of $2.7\times10^{-2}$, $2.2\times10^{-3}$, $9.4\times10^{-5}$ and $7.8\times10^{-6}$ hartree. The reductions, by factors between about 12 and 23, have the scale expected from Eq.~\eqref{cloud}: each further $l$ brings a factor $d/R\approx0.1$ at the surface, and a smaller one farther out. With 40 points the individual ratios scatter widely, so only their order of magnitude is meaningful.

The zero of potential can be followed by hand. In Eqs.~\eqref{mean} and \eqref{second}, $\sqrt{4\pi}\,\tilde q_{00}=-1$ for both spheres and $R_A^2+R_B^2=6.56$ bohr$^2$. Going from $N=4$ to $N=8$,
\begin{equation}
\Delta\langle V\rangle=\frac{2\pi}{512}(-6.56)\left(\frac1{21}-\frac1{13}\right)=0.00236\ \text{hartree},
\end{equation}
or $0.064$ eV. The computed means, $-0.010191$ and $-0.007832$ hartree, differ by this amount.

\subsection*{(m) The same cell: inside the spheres}

Compare Eq.~\eqref{dirichlet} with the reference, check the slopes, and evaluate the error of part (k).

\paragraph{Solution.} Along $(1,2,2)$, with zero cell mean, $N=8$ and $G_{\max}=14$ bohr$^{-1}$:
\begin{center}
\begin{tabular}{cccc}
 & $s$ (bohr) & Eq.~\eqref{dirichlet} (hartree) & reference (hartree)\\
A & 0.40 & $-0.923738$ & $-0.923738$\\
A & 0.80 & $0.331559$ & $0.331560$\\
A & 1.50 & $0.014405$ & $0.014407$\\
B & 0.32 & $-3.068101$ & $-3.068101$\\
B & 1.20 & $-0.301973$ & $-0.301973$
\end{tabular}
\end{center}
The largest deviation at the points examined is $2.2\times10^{-6}$ hartree. Two of the values in A are positive. This line runs through the displaced cloud, whose repulsion offsets much of the nuclear attraction: at $s=0.80$ bohr the cloud's centre is $0.60$ bohr away, and the point-charge estimates $-4/0.80$ and $+3/0.60$ hartree cancel. What remains there, and with it the sign, is set by all other charge in the crystal, the cloud's finite width and the chosen zero.

For $l=0$, Eq.~\eqref{slope} gives in A
\begin{equation}
V'_{00}(R^-)=-\frac{4\pi(-0.243676)}{2.0^2}=0.76553\ \text{hartree/bohr},
\end{equation}
and the outer series gives the same digits. Over all components up to $l=8$ the largest gap between the slopes is $1.3\times10^{-6}$ hartree/bohr in A and $1.9\times10^{-5}$ in B.

Leaving the background out of sphere A produces at its centre the error
\begin{equation}
w(0)=\frac{2\pi}{3}(0.001953)(2.0)^2=0.01636\ \text{hartree}=0.445\ \text{eV},
\end{equation}
with the sign that the potential comes out too low. The slope jump of $V$ itself is $0.01636$ hartree/bohr (in the component $V'_{00}$ it is $\sqrt{4\pi}$ times larger, $0.0580$); the digits coincide because $|w'(R)|/w(0)=2/R$, which is $1$ bohr$^{-1}$ here. The test of Eq.~\eqref{missing} in both spheres, with the reference as the correct potential, holds to $2.2\times10^{-6}$ hartree. The error is far larger than that of the method itself, yet with the additive constant held fixed it leaves the interstitial potential untouched. A check confined to the interstitial region would then miss it; the slope comparison of part (i) detects it. Setting the cell mean of the faulty potential to zero by direct integration would shift the interstitial values by a constant. Equation~\eqref{mean} cannot supply that mean, because its derivation requires the slope of $\delta V$ to vanish at $R$. The remaining values are in the numerical output.

\section*{Numbers as computed}
\begin{verbatim}
cell side 8.0 bohr, volume 512 bohr^3
sphere A: R=2.0 bohr Z=4 cloud=3 e alpha=8 bohr^-2 shift=0.20 bohr
  centre (bohr) [1.5 2.  2.5], shift (bohr) [0.0667 0.1333 0.1333]
  l=0 moments: q=-0.243676 qI=0.038419 qt=-0.282095
sphere B: R=1.6 bohr Z=3 cloud=2 e alpha=12 bohr^-2 shift=0.15 bohr
  centre (bohr) [5.  4.5 5.5], shift (bohr) [ 0.1  -0.05  0.1 ]
  l=0 moments: q=-0.263996 qI=0.018098 qt=-0.282095
plane-wave electrons 1, cell charge +1 e
background electron density 0.001953 bohr^-3
radial identities, largest error 4.4e-16
moments/R^l against closed form, largest error 3.7e-12
l max 8, plane waves: 23702 (G<=14), 4384 (G<=8), reference 283240 (G<=32 bohr^-1)
rms interstitial error (hartree): N, G<=8, G<=14
   0  1.98e-04  3.90e-05
   2  4.71e-05  2.72e-06
   4  3.44e-05  6.28e-07
   6  3.24e-05  3.14e-07
   8  1.41e-04  1.98e-07
  10  3.94e-04  2.25e-07
  14  1.13e-03  6.09e-07
  20  2.51e-03  2.65e-05
rms interstitial error (hartree), N=8, G<=14: l cutoff, error
  0  2.66e-02
  1  2.19e-03
  2  9.40e-05
  3  7.77e-06
  4  7.83e-07
largest interstitial error, N=8, G<=14: 5.3e-07 hartree
direct Fourier sum, G<=14, rms error: 1.8e-02 hartree
cell mean of V: N=4 -0.010191, N=8 -0.007832 hartree
  shift of zero, N=4 to 8: 0.0642 eV
inside (hartree, zero cell mean): r/bohr, Dirichlet, reference
  A 0.40  -0.923738  -0.923738
  A 0.80  0.331559  0.331560
  A 1.20  0.058410  0.058410
  A 1.50  0.014405  0.014407
  A l=0 slope: in 0.76553 out 0.76553 hartree/bohr; worst lm gap 1.3e-06
  B 0.32  -3.068101  -3.068101
  B 0.64  -0.855042  -0.855042
  B 0.96  -0.463197  -0.463197
  B 1.20  -0.301973  -0.301973
  B l=0 slope: in 1.29589 out 1.29590 hartree/bohr; worst lm gap 1.9e-05
largest error inside: 2.2e-06 hartree
background left out of sphere A: centre error 0.016362 hartree = 0.4452 eV
  slope jump 0.016362 hartree/bohr
  law for this error holds to 2.2e-06 hartree
\end{verbatim}
